Must the Fermi Energy of Metallic Si:P Reach the Conduction Band?

**The argument under review**

The manuscript considers silicon doped with phosphorus and argues in three steps. An electron on a donor occupies a localized orbital and carries no steady current. A metal needs mobile electrons at the Fermi energy E_F. Therefore, it concludes, Si:P becomes metallic when E_F enters the host conduction band, whose edge is E_c.

The second step is sound if "metal" means that the conductivity does not vanish as the temperature T goes to zero. The first step holds for one isolated donor. The conclusion needs a further premise: that states built from donor orbitals remain localized when there are many donors. I examine that premise first in a model where it can be settled, and then ask what can be said about Si:P.

Throughout, E_c is the edge of the host without donors. This convention matters, because a high donor density also moves the edge.

**A counterexample without interactions**

Take a simple cubic host lattice with one orbital per site and nearest-neighbour hopping −1, which sets the energy unit. Its band is

ε(k) = −2(cos k_x b + cos k_y b + cos k_z b),

where b is the site spacing, so E_c = −6. Now lower the energy of one site in every 3×3×3 cell by V = 6. These sites are the donors. At each Bloch vector k of the superlattice

H(k) = H₀(k) − V|0⟩⟨0|,

where |0⟩ is the donor site.

How many bands can fall below E_c? By the minimax principle, the second eigenvalue E₂(k) is at least the minimum of ⟨H⟩ over normalized states orthogonal to any one chosen vector. Choose |0⟩. The donor term then vanishes, and

E₂(k) ≥ min ⟨H₀(k)⟩ ≥ −6.

At most one band per donor lies below the host edge. Diagonalization on a 10×10×10 grid of Bloch phases places this band between −7.37 and −6.87, while the lowest level of the second band is at −5.27. The donor band is separate and lies wholly below E_c.

Can it carry current? A uniform force F along x gives ħ dk_x/dt = F. The velocity is v_x = (1/ħ)∂E/∂k_x, so

dv_x/dt = (F/ħ²) ∂²E/∂k_x².

Measure k_x by the Bloch phase θ gained across one cell. Adding the accelerations of all electrons gives a response proportional to the Drude weight per cell,

D = 2⟨f ∂²E/∂θ²⟩.

The angle brackets average over the Brillouin zone, f(E) is the occupation, and 2 counts spin. Integrate by parts. The boundary terms cancel because E and f are periodic:

D = −2⟨(∂f/∂θ)(∂E/∂θ)⟩.

Since ∂f/∂θ = (∂f/∂E)(∂E/∂θ),

D = 2⟨(−∂f/∂E)(∂E/∂θ)²⟩.

For a Fermi function −∂f/∂E is positive, so a partly filled dispersive band has D > 0. For a full band f = 1, the derivative of f vanishes, and D = 0. Where E_F lies relative to another band does not enter.

With one electron per donor the band is half full. I smear the occupation by 0.063, one eighth of the bandwidth, so that the grid sum is smooth. Then E_F = −7.09, well below −6, and both expressions give D = 0.0195.

For comparison, an electron at the bottom of the host band has curvature 2 per squared site phase. One cell phase is three site phases, so the donor-band curvature on the same scale is 9D, for one electron per cell. At this smearing the ratio of transport masses is

2/(9 × 0.01947) = 11.4.

Part of this ratio comes from the smearing, which moves electrons into higher states where the band curvature is less favourable. On a finer grid with the smearing reduced to 0.004, D rises to 0.0277 and the ratio falls to 8.0.

These electrons are heavy but mobile. A Bloch sum of localized orbitals is an extended state, which is what the manuscript's first step overlooks. E_F above E_c is therefore not a general requirement for metallic conduction.

The example does not prove that every half-filled donor band is metallic. It has no repulsion and no disorder, and either can stop the current.

**Transfer between two phosphorus donors**

For Si:P I use one hydrogenic orbital per donor, with binding energy E_D = 45 meV and relative permittivity ε_r = 11.7, both rough typical values. The orbital radius that belongs to this binding energy is

a = e²/(8πε₀ε_r E_D) = 1.37 nm.

In this section energies are in units of E_D and lengths in units of a. For one electron and two donor ions a distance R apart,

H = −∇² − 2/r_a − 2/r_b,  φ_a = π^(−1/2) exp(−r_a),

and φ_b is the same function about the other ion. Define the overlap S = ⟨a|b⟩ and the integrals

J = ⟨a|1/r_b|a⟩,  K = ⟨a|1/r_a|b⟩.

Each orbital has energy −1 in the field of its own ion. Hence

H_aa = −1 − 2J,  H_ab = −S − 2K.

The even and odd combinations have energies

E_g = (H_aa + H_ab)/(1 + S),  E_u = (H_aa − H_ab)/(1 − S).

For orthogonalized orbitals the transfer energy t is half the splitting:

t = (E_u − E_g)/2
 = [(H_aa − H_ab)(1 + S) − (H_aa + H_ab)(1 − S)]/[2(1 − S²)]
 = (S H_aa − H_ab)/(1 − S²)
 = 2(K − SJ)/(1 − S²).

The terms −S and +S have cancelled in the last line.

J is the potential of a spherical charge with radial density 4r² exp(−2r). The charge inside R contributes [1 − exp(−2R)(1 + 2R + 2R²)]/R, and the shells outside contribute exp(−2R)(1 + 2R). Their sum is

J = 1/R − exp(−2R)(1 + 1/R).

For S and K use r_a = R(ξ + η)/2 and r_b = R(ξ − η)/2, with ξ ≥ 1 and −1 ≤ η ≤ 1. The volume element is (R³/8)(ξ² − η²)dξ dη dφ. The angle φ gives 2π, which combines with the normalization 1/π:

S = (R³/4) ∫∫ exp(−Rξ)(ξ² − η²) dη dξ
 = (R³/4) ∫ exp(−Rξ)(2ξ² − 2/3) dξ
 = exp(−R)(1 + R + R²/3).

In K the factor 1/r_a = 2/[R(ξ + η)] cancels one factor of ξ² − η²:

K = (R²/2) ∫∫ exp(−Rξ)(ξ − η) dη dξ
 = R² ∫ ξ exp(−Rξ) dξ
 = exp(−R)(1 + R).

At large R, dropping S² and exp(−2R),

t ≈ 2 exp(−R)[1 + R − (1 + R + R²/3)/R]
 = 2 exp(−R)(2R/3 − 1/R).

The transfer energy falls exponentially with donor spacing.

Place the donors on a simple cubic lattice of spacing d. Nearest-neighbour transfer gives −2t times a sum of three cosines, which runs from −6t to +6t. With nearest neighbours only, the bandwidth is W = 12t(d). At the critical spacing found below, adding the same pair formula for more distant donors would widen the band by about 17%. The overlap of many orbitals at once, also neglected, can work in the opposite direction, so 12t is only an estimate of the width.

**The cost of a second electron**

A half-filled band conducts only if electrons can pass one another. Two electrons on one donor repel with energy U. If both keep the orbital φ_a, the charge density of one sits in the potential J(r) of the other:

U_frozen = 2 ∫₀^∞ 4r² exp(−2r)[1/r − exp(−2r)(1 + 1/r)] dr
 = 2(1 − 1/8 − 1/4) = 5/4.

This is 56 meV. The electrons can lower their energy by adjusting their motion, so a better definition is

U = E(2) + E(0) − 2E(1),

where E(m) is the energy of one donor with m electrons and E(0) = 0. A full configuration-interaction calculation for the hydrogenic donor in a finite Gaussian basis (aug-cc-pVTZ) gives U = 0.946 E_D = 42.6 meV. I use this value.

How large must W be to overcome U? One case can be solved. Let M sites hold M electrons, all spin up. No electron can hop, and the energy is zero because the band energies sum to zero. Remove an electron from the top of the band, at +W/2: the energy becomes −W/2. Separately, add a spin-down electron to the polarized system. It meets one up electron on every site, so its repulsion is U wherever it goes, and it moves freely with lowest energy −W/2. The total cost is

(U − W/2) + (−W/2) − 0 = U − W.

Against this background the gap closes at W = U. Taking the same condition for unpolarized donors is an estimate, and there are two reasons for caution.

First, the background matters. For a four-site Hubbard ring with unit hopping and U = 7, the polarized gap is 7 − 4 = 3, but exact diagonalization gives 5.13 for the unpolarized half-filled ring. In that small one-dimensional case the estimate makes the insulator too weak.

Second, the ideal cubic lattice is special. With nearest-neighbour hopping, a shift of k by Q = (π,π,π)/d reverses the sign of the band energy ε. In mean field, an alternating spin order with energy parameter Δ then gives levels ±√(ε² + Δ²), and the energy per site, apart from a constant, is

Δ²/U − ⟨√(ε² + Δ²)⟩.

Setting its derivative to zero for Δ ≠ 0 gives

1/U = ½⟨1/√(ε² + Δ²)⟩.

The right side grows logarithmically without limit as Δ → 0, because the density of states at ε = 0 is not zero. In mean field there is thus a solution, and an insulating ground state, for any U > 0. Transfer to second neighbours, which at the critical spacing found below is 0.25 of the nearest-neighbour value, spoils this matching of band energies and removes the argument for arbitrarily small U. It does not restore a metal at W = U. With the more distant transfers included, the same mean-field solution still has a gap of about 36 meV at that spacing, and the gap is still open at 12t = 3U. The condition W = U is therefore meant only for donors without such spin order, as one may expect for random positions. The lattice serves only to estimate W.

**Where the Fermi energy lies**

The manuscript's question can now be put to this model. On a lattice of two alternating sublattices, exchange electrons and holes and reverse the sign of the orbitals on one sublattice. The hopping term is unchanged, while on each site

n↑n↓ → (1 − n↑)(1 − n↓) = 1 − n↑ − n↓ + n↑n↓.

Sum over M sites with N electrons. Leaving out the donor energy −E_D for the moment, the ground-state energies obey

E(2M − N) = E(N) + U(M − N).

Set N = M − 1:

E(M + 1) − E(M − 1) = U.

At half filling the Fermi energy is half this difference, since it lies midway between the costs of the last and the next electron. Restoring the donor energy,

E_F − E_c = −E_D + U/2.

It is negative whenever U < 2E_D, which both values of U satisfy. In this symmetric model it does not depend on W, so it is the same on both sides of the transition.

**Numbers for Si:P**

Solving 12t(d) = U numerically gives d = 4.20a = 5.75 nm. There t = 3.55 meV, and

W = 12 × 3.55 meV = 42.6 meV = U,
n_c = 1/d³ = 1/(5.75 × 10⁻⁷ cm)³ ≈ 5.3 × 10¹⁸ cm⁻³,
E_F − E_c = −45 + 42.6/2 ≈ −24 meV.

In this estimate the donor electrons become metallic with E_F about 24 meV below the unperturbed edge.

It would be wrong to picture a narrow, isolated band, as in the counterexample. The upper Hubbard band, made of states with a second electron on a donor, is centred at −E_D + U. If the second electron moves with the same t as the first, the top of this band lies at

−45 + 42.6 + 21.3 ≈ 19 meV

above E_c. The second electron is bound by only E_D − U ≈ 2 meV, so its orbital is larger and this width is uncertain. The centre of the band, however, is so close to E_c that even a half-width of 3 meV makes its upper part overlap host states, with which it must mix. The electrons at E_F are donor-derived in this model, but a model with donor orbitals alone cannot say how much host character they acquire.

**Random positions**

Real donors do not form a lattice, and disorder can localize states even without repulsion. I placed donors at random in a periodic cube, used t(R) between every pair at its nearest periodic distance, and spread the site energies uniformly over 20 meV. The disorder width was the same at all densities. I then examined the central fifth of the levels, around half filling, without repulsion.

One measure is the mean ratio r of the smaller to the larger of two successive level spacings. Localized states far apart ignore each other, so their levels are independent. The ratio then has probability density 2/(1 + r)² on 0 < r < 1, with mean

2 ∫₀¹ r/(1 + r)² dr = 2 ln 2 − 1 = 0.386.

States that share the same region repel in energy. For large real symmetric random matrices the mean is known to be about 0.53.

The other measure is the participation number P = 1/Σ|ψ_i|⁴, roughly the number of donors over which a state spreads. When the sample grows from 200 to 800 donors, P should stay constant for well-localized states and grow fourfold for uniformly spread ones.

- At 10¹⁷ cm⁻³, r = 0.389 and P stays at 1.1. The states are localized.
- At n_c, r = 0.516 and P grows from 15 to 29.
- At 2n_c, r = 0.519 and P grows from 23 to 52.

At the two higher densities the states spread further in the larger sample, and their levels repel. Yet P grows by factors of only 2.0 and 2.3, not 4. These samples show no localization on the scale of a few donors, but they do not prove that the states are extended in an infinite crystal. They also leave out the joint action of disorder and repulsion.

Random positions and transfer beyond nearest neighbours both remove the electron–hole symmetry used for E_F. At n_c the half-filling level of the one-electron model moves up by 5 meV. A second shift comes from orthogonalizing the orbitals. The average of E_g and E_u is −1 − 2J + St. In the crystal the neighbours' electrons largely cancel the term −2J, but the rise St remains. On the lattice at the critical spacing it is about 0.6 meV per nearest neighbour, or 3.5 meV for six. For random donors close pairs make it much larger: the sum of St over neighbours averages about 20 meV at n_c, while the uncancelled part of −2J averages about −8 meV. Depending on how overlap and this remainder are treated, E_F for random donors lies between about 6 and 19 meV below E_c. It is still on the same side of the unperturbed edge, but the margin is uncertain.

**How far the numbers can be trusted**

The measured threshold in Si:P is roughly 4 × 10¹⁸ cm⁻³, so the estimate has the right size. The agreement should not be read as precision. With the other settings held fixed:

- Putting the transition at W = 0.75U or 1.5U gives 4.1 or 8.0 × 10¹⁸ cm⁻³.
- The frozen-orbital U gives 6.9 × 10¹⁸ cm⁻³.
- An orbital radius of 2.38 nm, which follows from a light optical mass of 0.26 electron masses, gives 1.0 × 10¹⁸ cm⁻³.

The last change is the largest because n_c varies as 1/a³ at fixed d/a. The real orbital is anisotropic and is pulled in near the phosphorus core, so no single radius describes it fully. For an isolated pair, the two-orbital formula is a smaller source of error: a larger Gaussian basis gives t = 3.88 meV at the same spacing, and 3.55 meV is 9% below that.

Silicon also has six conduction valleys. The donor ground level is split from its other valley combinations by roughly 12 meV, which is 0.28 of W. Those levels are close enough to mix into the band, and the one-orbital model omits them. The valleys also interfere in the transfer itself. For the symmetric ground state with spherical envelopes, t is multiplied by (1/3)(cos k₀R_x + cos k₀R_y + cos k₀R_z), where k₀ is the valley wave number. On silicon sites this factor changes sign from pair to pair and has a root-mean-square value of about 0.4. Scaling t by that value alone would move n_c to about 1.5 × 10¹⁹ cm⁻³.

The most serious limitation concerns the edge itself. Suppose that all n_c electrons did occupy the host band, shared among six valleys and two spins. Then

k_F = (3π²n_c/6)^(1/3),

and exchange, taken without screening and for a spherical valley, lowers a state at the valley bottom by

ΔE = −∫_(k<k_F) [d³k/(2π)³] e²/(ε₀ε_r k²)
 = −[e²/(ε₀ε_r)] × 4πk_F/(8π³)
 = −e²k_F/(2π²ε₀ε_r) ≈ −23 meV.

This is about as large as the distance of E_F from the unperturbed edge. Screening weakens the exchange term but brings a further lowering from correlation, so the figure shows only that the shift of the edge can matter. The estimate therefore cannot decide whether E_F lies above or below a shifted edge, and near the transition the two descriptions may merge. The claim that an impurity band conducts first is supported here only relative to the unperturbed edge.

**What temperature does to the evidence**

The manuscript might reply that the current is carried by a few electrons excited into the host band. For a fixed edge and E_F well below it, their density is

n_host = 2[m_d k_B T/(2πħ²)]^(3/2) exp[(E_F − E_c)/(k_B T)],

with a density-of-states mass m_d = 1.08 electron masses for all valleys together. At 4.2 K, k_B T = 0.36 meV. With E_F − E_c = −24 meV, the ratio n_host/n_c is below 10⁻³⁰. Within this model, host carriers cannot account for metallic conduction at that temperature.

At 300 K, k_B T is 26 meV, larger than the distance to the edge. Host states are then readily occupied whether or not the impurity band is metallic, so good conduction at room temperature does not distinguish the two pictures. The low-temperature measurement must also use a weak field. The field that competes directly with donor binding, E_D/(ea) = 0.33 MV/cm, is much too high to serve as the limit. At 4.2 K an electron gains k_B T over one donor spacing d in a field of only k_B T/(ed) ≈ 0.6 kV/cm. The applied field should be far below this value, and because heating can begin at still lower fields, one should check that the current is proportional to the field.

**Assessment**

The manuscript's conclusion should be withdrawn as a general statement. The condition for a metal is that the states at E_F are extended and that no gap separates filled from empty ones. For Si:P, the authors should say which edge they mean, the unperturbed or the shifted one. If they mean the shifted edge, they need a calculation that treats donor and host states together, with screening and disorder. If they mean the unperturbed edge, the estimate above speaks against them.
